\section*{Real Excitation Energies from a Positive Definite Stability Matrix}

\section{One electron-hole pair}

Consider one electron-hole pair, with a real energy $a$ and a complex coupling $b$ between creating and removing the pair. Let $X$ be the amplitude for creation and $Y$ the amplitude for removal. A mode with time dependence $e^{-i\Omega t/\hbar}$ obeys
\begin{equation}
aX+bY=\Omega X,\qquad b^*X+aY=-\Omega Y .
\label{eq:one}
\end{equation}
Here $\Omega$ is an energy. Multiplying the second equation by $-1$ gives an ordinary eigenvalue problem with the matrix
\begin{equation}
H=\begin{pmatrix}a&b\\-b^*&-a\end{pmatrix},\qquad
H^2=\begin{pmatrix}a^2-bb^*&ab-ba\\-b^*a+ab^*&-b^*b+a^2\end{pmatrix}
=(a^2-|b|^2)\,1 .
\label{eq:square}
\end{equation}
Every eigenvalue therefore satisfies $\Omega^2=a^2-|b|^2$. Since $H$ has zero trace, its two eigenvalues are
\begin{equation}
\Omega=\pm\sqrt{a^2-|b|^2}.
\label{eq:two}
\end{equation}

The coefficients on the left of (\ref{eq:one}) form the Hermitian matrix
\begin{equation}
M=\begin{pmatrix}a&b\\b^*&a\end{pmatrix},\qquad
\det(M-\mu)=(a-\mu)^2-|b|^2=0\;\Rightarrow\;\mu=a\pm|b| .
\end{equation}
It is positive definite when $a>|b|$, and then (\ref{eq:two}) gives two real, nonzero energies. For $a=2$ eV and $|b|=1$ eV, $M$ has eigenvalues 1 and 3 eV, and $\Omega=\pm\sqrt{4-1}$ eV $=\pm1.73$ eV.

Now raise the coupling to $|b|=3$ eV. The eigenvalues of $M$ become $-1$ and $5$ eV, and
\begin{equation}
\Omega=\pm\sqrt{4-9}\ \text{eV}=\pm i\gamma,\qquad \gamma=2.24\ \text{eV}.
\end{equation}
This is the $2\times2$ counterexample: without positive definiteness, the energies need not be real. The root $+i\gamma$ has time dependence $e^{-i(i\gamma)t/\hbar}=e^{\gamma t/\hbar}$, so its amplitude grows by a factor $e$ in the time $\hbar/\gamma=0.294$ fs.

At the boundary $|b|=a=2$ eV, equation (\ref{eq:square}) gives $H^2=0$ although $H\neq0$. Both eigenvalues vanish, but the rank of $H$ is one, so there is a single independent eigenvector. The evolution operator is $e^{-iHt/\hbar}=1-iHt/\hbar$, and a general amplitude grows linearly in time.

The Tamm-Dancoff approximation drops $b$. It gives $\Omega=a=2$ eV in all three cases and does not register the loss of positivity.

\section{The general problem}

\paragraph{Assumptions.} There are $n$ pairs, each made of an empty orbital $c$ and a filled orbital $v$ from an orthonormal set with real quasiparticle energies $\varepsilon$. The bare interaction $v(1,2)$ and the screened interaction $W(1,2)$ are real, symmetric under $1\leftrightarrow2$, and independent of frequency. With
\begin{equation}
\langle pq|U|rs\rangle=\int\! d1\,d2\;\phi_p^*(1)\phi_q^*(2)U(1,2)\phi_r(1)\phi_s(2),
\end{equation}
where the integrals include spin sums, the blocks of the static Bethe-Salpeter problem are
\begin{align}
A_{cv,c'v'}&=(\varepsilon_c-\varepsilon_v)\delta_{cc'}\delta_{vv'}
+\langle cv'|v|vc'\rangle-\langle cv'|W|c'v\rangle,\label{eq:A}\\
B_{cv,c'v'}&=\langle cc'|v|vv'\rangle-\langle cc'|W|v'v\rangle .\label{eq:B}
\end{align}
Inside a bracket, the middle $v$ is the interaction and the other $v$ is an orbital. The bare term is the electron-hole exchange, and the term with $W$ is the screened attraction. Define
\begin{equation}
M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},\quad
\Sigma=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
z=\begin{pmatrix}X\\Y\end{pmatrix},\quad H=\Sigma M .
\end{equation}
The excitation energies are the eigenvalues of $H$. Since $\Sigma^2=1$,
\begin{equation}
Hz=\Omega z\quad\Longleftrightarrow\quad Mz=\Omega\,\Sigma z .
\label{eq:gen}
\end{equation}
The Tamm-Dancoff problem is $AX=\Omega X$. A frequency-dependent $W$ would make $A$ and $B$ depend on $\Omega$; that nonlinear problem is not covered here.

\paragraph{Lemma 1.} $A=A^\dagger$, $B=B^T$ and $M=M^\dagger$.

\paragraph{Proof.} Relabelling the integration variables gives $\langle pq|U|rs\rangle=\langle qp|U|sr\rangle$. Complex conjugation gives $\langle pq|U|rs\rangle^*=\langle rs|U|pq\rangle$, because $U$ is real. The diagonal term of $A$ is real. For the other terms,
\begin{align}
\langle c'v|v|v'c\rangle^*&=\langle v'c|v|c'v\rangle=\langle cv'|v|vc'\rangle,\\
\langle c'v|W|cv'\rangle^*&=\langle cv'|W|c'v\rangle .
\end{align}
Hence $(A_{c'v',cv})^*=A_{cv,c'v'}$. Relabelling alone gives
\begin{equation}
B_{c'v',cv}=\langle c'c|v|v'v\rangle-\langle c'c|W|vv'\rangle
=\langle cc'|v|vv'\rangle-\langle cc'|W|v'v\rangle=B_{cv,c'v'} .
\end{equation}
In $M^\dagger$ the diagonal blocks are $A^\dagger=A$ and $(A^*)^\dagger=A^T=A^*$. The upper right block is $(B^*)^\dagger=B^T=B$, and the lower left block is $B^\dagger=(B^T)^*=B^*$. Thus $M^\dagger=M$. $\square$

\paragraph{Lemma 2.} If $(X,Y)$ is an eigenvector of $H$ at $\Omega$, then $(Y^*,X^*)$ is an eigenvector at $-\Omega^*$.

\paragraph{Proof.} The two rows of (\ref{eq:gen}) are $AX+BY=\Omega X$ and $B^*X+A^*Y=-\Omega Y$. Conjugate both and write the second one first:
\begin{equation}
AY^*+BX^*=-\Omega^*Y^*,\qquad
B^*Y^*+A^*X^*=\Omega^*X^*=-(-\Omega^*)X^* .
\end{equation}
These are the two rows for the vector $(Y^*,X^*)$ with energy $-\Omega^*$. $\square$

\section{The theorem}

\paragraph{Theorem.} Let $M$ be positive definite: $z^\dagger Mz>0$ for every complex $z\neq0$. Then
\begin{enumerate}
\item every excitation energy is real and nonzero;
\item $H$ has a complete set of eigenvectors, with $n$ positive and $n$ negative energies in pairs $\pm\Omega$;
\item the lowest positive energy $\Omega_1$ satisfies
\begin{equation}
\lambda_{\min}(M)\le\Omega_1\le\lambda_{\min}(A),
\label{eq:bounds}
\end{equation}
where $\lambda_{\min}$ denotes the lowest eigenvalue.
\end{enumerate}

\paragraph{Proof of 1.} Multiply (\ref{eq:gen}) from the left by $z^\dagger$:
\begin{equation}
z^\dagger Mz=\Omega\,z^\dagger\Sigma z,\qquad
z^\dagger\Sigma z=X^\dagger X-Y^\dagger Y .
\label{eq:core}
\end{equation}
The left side is real and positive, and $z^\dagger\Sigma z$ is real. It cannot vanish, because the right side would then be zero. Dividing by it gives
\begin{equation}
\Omega=\frac{z^\dagger Mz}{z^\dagger\Sigma z},
\end{equation}
a ratio of nonzero real numbers. The sign of $\Omega$ is that of $X^\dagger X-Y^\dagger Y$, so creation amplitudes outweigh removal amplitudes in a mode of positive energy.

\paragraph{Proof of 2.} A positive definite $M$ has a Hermitian, invertible square root $M^{1/2}$, obtained by taking the positive roots of its eigenvalues. Then
\begin{equation}
M^{1/2}HM^{-1/2}=M^{1/2}\Sigma M\,M^{-1/2}=M^{1/2}\Sigma M^{1/2}\equiv C .
\end{equation}
The matrix $C$ is Hermitian and has $2n$ independent eigenvectors $w$. The vectors $z=M^{-1/2}w$ are then $2n$ independent eigenvectors of $H$. For real $\Omega$, Lemma 2 maps the eigenspace at $\Omega$ to that at $-\Omega$. Applying the map twice returns the original vector, and the map preserves linear independence, so the two eigenspaces have equal dimension. Since no energy is zero, $n$ are positive and $n$ are negative.

\paragraph{Proof of 3.} The inverse $C^{-1}=M^{-1/2}\Sigma M^{-1/2}$ is Hermitian with eigenvalues $1/\Omega$, the largest being $1/\Omega_1$. The largest eigenvalue of a Hermitian matrix is the maximum of $w^\dagger C^{-1}w/w^\dagger w$, as expansion in its orthonormal eigenvectors shows. With $w=M^{1/2}z$,
\begin{equation}
\frac1{\Omega_1}=\max_{z\ne0}\frac{z^\dagger\Sigma z}{z^\dagger Mz} .
\label{eq:max}
\end{equation}
Take $z=(x,0)$, where $x$ is a normalized eigenvector of $A$ at $\lambda_{\min}(A)$. Then $z^\dagger\Sigma z=1$ and $z^\dagger Mz=x^\dagger Ax=\lambda_{\min}(A)$, which is positive because $M$ is positive definite. A trial vector cannot exceed the maximum, so $1/\Omega_1\ge1/\lambda_{\min}(A)$. This is the upper bound on $\Omega_1$. For any $z$,
\begin{equation}
z^\dagger\Sigma z\le X^\dagger X+Y^\dagger Y=z^\dagger z\le\frac{z^\dagger Mz}{\lambda_{\min}(M)} ,
\end{equation}
so (\ref{eq:max}) gives $1/\Omega_1\le1/\lambda_{\min}(M)$, the lower bound. $\square$

For one pair, (\ref{eq:bounds}) reads $a-|b|\le\sqrt{a^2-|b|^2}\le a$. With $a=2$ eV and $|b|=1$ eV, the three numbers are 1, 1.73 and 2 eV. Under the hypothesis of the theorem, the coupling $B$ cannot raise the lowest energy above its Tamm-Dancoff value for the same $A$.

\paragraph{Remark: $M$ as a stability matrix.} Positivity needs to be checked only on vectors of the form $(x,x^*)$. Any $z=(X,Y)$ equals $u+iw$, where $u$ and $w$ have this form with upper components $(X+Y^*)/2$ and $(X-Y^*)/(2i)$. For two such vectors, $u=(x,x^*)$ and $w=(y,y^*)$,
\begin{equation}
u^\dagger Mw=x^\dagger Ay+x^\dagger By^*+\text{complex conjugate},
\end{equation}
which is real and therefore equal to $w^\dagger Mu$. The cross terms $i(u^\dagger Mw-w^\dagger Mu)$ cancel, leaving $z^\dagger Mz=u^\dagger Mu+w^\dagger Mw$. In the ring model below, with $W$ replaced by $v$ and a self-consistent Hartree-Fock reference, the program tests that $u^\dagger Mu$ is the second derivative of the energy when the filled orbitals are rotated with amplitudes $x$. There $M$ measures the stability of the reference state. For a screened $W$, the theorem uses the algebra of $M$ and not this energy interpretation.

\section{When positivity fails}

If $M$ is singular, some $z\neq0$ has $Mz=0$. Then $Hz=0$, and zero is an excitation energy. If $M$ is invertible but not positive definite, the number of its negative eigenvalues carries information.

\paragraph{Proposition.} For invertible $M$, the number $m$ of purely imaginary pairs $\pm i\gamma$, counted with multiplicity, is odd if $M$ has an odd number of negative eigenvalues, and even otherwise.

\paragraph{Proof.} Let $p(\lambda)=\det(\lambda-H)$. From $H^\dagger=M\Sigma=\Sigma H\Sigma$ it follows that $H^\dagger$ and $H$ have the same characteristic polynomial, so
\begin{equation}
p(\lambda)=\det(\lambda-H^\dagger)=[\det(\lambda^*-H)]^*=[p(\lambda^*)]^* .
\end{equation}
The roots therefore occur in complex-conjugate pairs of equal multiplicity. Let $P$ exchange the upper and lower blocks. Then
\begin{equation}
PH^*P=P\begin{pmatrix}A^*&B^*\\-B&-A\end{pmatrix}P
=\begin{pmatrix}-A&-B\\B^*&A^*\end{pmatrix}=-H .
\end{equation}
Hence $\det(\lambda+H)=\det(\lambda-H^*)=[p(\lambda^*)]^*=p(\lambda)$. The left side is also $p(-\lambda)$, because the dimension $2n$ is even. Thus $\Omega$ and $-\Omega$ have equal multiplicity.

Since $H$ is invertible, its eigenvalues fall into three kinds of group:
\begin{itemize}
\item $r$ real pairs, each with product $\Omega(-\Omega)=-\Omega^2<0$;
\item $m$ imaginary pairs, each with product $(i\gamma)(-i\gamma)=\gamma^2>0$;
\item $q$ quadruples $\pm\Omega,\pm\Omega^*$, each with product $|\Omega|^4>0$.
\end{itemize}
Counting eigenvalues gives $2r+2m+4q=2n$, or $n=r+m+2q$. The sign of $\det H$ is $(-1)^r$, while $\det H=\det\Sigma\,\det M=(-1)^n\det M$. Therefore
\begin{equation}
\operatorname{sign}\det M=(-1)^{n+r}=(-1)^{2r+m+2q}=(-1)^m .
\end{equation}
The sign of $\det M$ is also $-1$ raised to the number of negative eigenvalues of $M$. $\square$

An odd number of negative eigenvalues thus forces at least one imaginary pair. An even number does not, and positive definiteness is sufficient but not necessary for real energies. For one pair with $a=-2$ eV and $b=1$ eV, $M$ has eigenvalues $-3$ and $-1$ eV, yet $\Omega=\pm1.73$ eV. An indefinite example with two uncoupled pairs is
\begin{equation}
A=\operatorname{diag}(3,-1)\ \text{eV},\qquad B=\operatorname{diag}(1,0.5)\ \text{eV}.
\end{equation}
Here $M$ has eigenvalues $3\pm1$ and $-1\pm0.5$ eV, two of them negative. The energies are $\pm\sqrt{9-1}=\pm2.83$ eV and $\pm\sqrt{1-0.25}=\pm0.87$ eV. What changes is the sign rule: in the second pair $z^\dagger Mz<0$, so by (\ref{eq:core}) the positive energy belongs to a mode in which removal outweighs creation.

\section{Four pairs on a ring}

Take spin-polarized electrons on a ring of four sites, with site energies $-1.5$, $1$, $-1$ and $2$ eV in order around the ring. The hopping element from site $j+1$ to site $j$ is $-t\,e^{i\pi/8}$ with $t=1.5$ eV. The total phase around the ring is $\pi/2$, as produced by a magnetic flux, and it makes the orbitals complex. The interaction between sites $d$ steps apart is $v=3\ \text{eV}/(1+d)$, and $W=v/2$. The on-site term $d=0$ is kept as part of the model. It would cancel from $M$ for $W=v$, but it does not cancel for $W=v/2$, so the numbers below depend on it. The orbital energies, taken as quasiparticle energies, are $-3.018$, $-1.639$, $1.816$ and $3.340$ eV. Two orbitals are filled, so $n=4$ and the gap is 3.455 eV.

The lowest eigenvalue of $M$ is 2.750 eV, so the theorem applies. The positive energies, in eV, are
\begin{align}
\text{full:}&\quad 2.786,\ 4.317,\ 4.450,\ 5.714;\\
\text{Tamm-Dancoff:}&\quad 2.787,\ 4.323,\ 4.456,\ 5.715 .
\end{align}
The bounds (\ref{eq:bounds}) read $2.750\le2.786\le2.787$ eV. The two lowest energies differ by 0.0012 eV, about 0.04\% of the full value.

Now lower both empty levels by $\delta$ while keeping the orbitals and interactions fixed. By (\ref{eq:A}), $A$ becomes $A-\delta\,1$ and $B$ is unchanged, so
\begin{equation}
M\to M-\delta\,1 .
\end{equation}
Every eigenvalue of $M$ and every Tamm-Dancoff energy falls by $\delta$. Positivity is lost at $\delta=\lambda_{\min}(M)=2.750$ eV, whereas the lowest Tamm-Dancoff energy reaches zero at $\delta=\lambda_{\min}(A)=2.787$ eV. The second eigenvalue of $M$ was 2.815 eV at the start. Between $\delta=2.750$ and 2.787 eV, $M$ therefore has one negative eigenvalue. By the proposition the full problem then has an imaginary pair, although all Tamm-Dancoff energies are positive.

At $\delta=2.475$ eV, before the loss of positivity, the lowest energies are 0.307 eV (full) and 0.312 eV (Tamm-Dancoff). Their difference has grown to 0.005 eV, or 1.7\% of the full value. The one-pair formula has the same trend: the difference
\begin{equation}
a-\sqrt{a^2-|b|^2}=\frac{|b|^2}{a+\sqrt{a^2-|b|^2}}
\end{equation}
grows when $a$ is lowered at fixed $b$. It does not give the size of the difference. With $a=\lambda_{\min}(A)$ and $|b|=|x^\dagger Bx^*|=0.033$ eV for the lowest Tamm-Dancoff mode $x$, it yields 0.0002 eV at $\delta=0$ and 0.0017 eV at $\delta=2.475$ eV; the rest comes from the coupling through $B$ to the other modes.

At $\delta=2.7686$ eV, inside the window, the lowest eigenvalue of $M$ is $-0.0185$ eV and the lowest Tamm-Dancoff energy is $+0.0185$ eV. These values are opposite because $\delta$ was chosen midway between the two thresholds. The full problem has one imaginary pair, $\Omega=\pm0.029\,i$ eV, with a growth time of 22 fs; its other energies are real. The quasiparticle gap is still 0.686 eV. In this model, neither a positive gap nor a positive Tamm-Dancoff spectrum guarantees real energies in the full problem. Without the on-site terms of $v$ and $W$ the two thresholds move to 2.457 and 2.597 eV, so the window widens from 0.037 to 0.140 eV. The numerical check also tests the theorem and the proposition on random complex matrices with up to five pairs.

\section*{Values computed for the example and the checks}
\begin{verbatim}
random positive definite matrices tested: 300
  lowest eigenvalue of M set to: 0.1 eV
  largest |Im Omega| found: 9e-15 eV
  smallest |Omega| found: 0.2157 eV
parity rule, cases with odd number of negatives: 155
parity rule, cases with even number of negatives: 145
2x2 problem: a = Tamm-Dancoff energy = 2.0 eV
  |b| = 1.0 eV: eigenvalues of M = 1.0000 3.0000 eV
    Omega = +- 1.7321 eV
  |b| = 2.0 eV: eigenvalues of M = 0.0000 4.0000 eV
    H squared is zero, rank of H = 1
  |b| = 3.0 eV: eigenvalues of M = -1.0000 5.0000 eV
    Omega = +- i 2.2361 eV
    growth time hbar/gamma = 0.2944 fs
real energies without positivity:
  a = -2, b = 1 eV: Omega = +- 1.7321 eV
  A = diag(3, -1), B = diag(1, 0.5) eV:
    eigenvalues of M = -1.5000 -0.5000 2.0000 4.0000 eV
    Omega = -2.8284 -0.8660 0.8660 2.8284 eV
ring: site energies = -1.5000 1.0000 -1.0000 2.0000 eV
  hopping = 1.5 eV, total flux phase = 1.5708 rad
  v at zero distance = 3.0 eV, screening divisor = 2.0
  orbital energies = -3.0180 -1.6385 1.8161 3.3404 eV
  quasiparticle gap = 3.4546 eV
  eigenvalues of M = 2.7500 2.8148 4.1384 4.2057 4.5827 4.6331 5.6363 5.8005 eV
  Tamm-Dancoff energies = 2.7871 4.3232 4.4558 5.7147 eV
  full positive energies = 2.7859 4.3172 4.4502 5.7136 eV
  lowest: Tamm-Dancoff minus full = 0.0012 eV
  critical gap reduction = 2.7500 eV
  reduction where Tamm-Dancoff reaches zero = 2.7871 eV
  gap reduced by 2.4750 eV to 0.9796 eV:
    lowest eigenvalue of M = 0.2750 eV
    lowest Tamm-Dancoff energy = 0.3121 eV
    lowest full energy = 0.3070 eV
  gap reduced by 2.7686 eV to 0.6861 eV:
    lowest eigenvalue of M = -0.0185 eV
    lowest Tamm-Dancoff energy = 0.0185 eV
    imaginary pairs = 1, Omega = +- i 0.0294 eV
    other positive energies = 1.5372 1.6717 2.9438 eV
    growth time = 22.3596 fs
\end{verbatim}
